# Electrothermal Turnover with a Square-Root Voltage-Lowered Activation Barrier

A model niobium dioxide film, 20 nm thick and 100 nm across, carries 30 µA at 1.002 V and 66 µA at 1.065 V. At 100 µA the voltage has fallen to 1.049 V, and at 300 µA to 0.895 V. The voltage peaks when the film is only 71 K warmer than its 300 K surroundings, although the activation barrier of 0.25 eV is nearly ten times the thermal energy at 300 K. What fixes this temperature, and how does the lowering of the barrier by the voltage enter?

## The model

Let one temperature \(T\) describe the whole device, and let the current be

\[
I(V,T)=G\,V\exp\!\left[-\frac{\Delta(V)}{kT}\right],\qquad \Delta(V)=E-b\sqrt V ,\tag{1}
\]

with \(V>0\) and constants \(G>0\), \(E>0\), \(b\ge 0\). Energies are in eV and \(k\) is in eV/K, so \(b\) has the unit eV/V\(^{1/2}\).

The square root comes from a Coulomb trap in a field \(F=V/d\), where \(d\) is the film thickness (the Poole-Frenkel effect). In SI units, along the downhill direction, the electron's energy is

\[
U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr .\tag{2}
\]

Setting \(U'(r)=q^2/(4\pi\varepsilon r^2)-qF=0\) puts the barrier top at \(r_m=\sqrt{q/(4\pi\varepsilon F)}\). There the two terms of (2) are equal, so the top lies below the zero-field escape level by

\[
2qFr_m=q\sqrt{\frac{qF}{\pi\varepsilon}}
\quad\Longrightarrow\quad b=\sqrt{\frac{q}{\pi\varepsilon d}}, \tag{3}
\]

where division by \(q\) has converted joules to eV.

Heat leaves through a constant thermal resistance \(R\) to surroundings at \(T_0\). In a steady state the electrical power \(IV\) equals the heat flow \((T-T_0)/R\):

\[
T-T_0=RIV=GRV^2\exp\!\left[-\frac{\Delta(V)}{kT}\right].\tag{4}
\]

## The turnover condition

Take the logarithm of (4), with all quantities as numbers in fixed units:

\[
\ln(T-T_0)=\ln(GR)+2\ln V-\frac{E-b\sqrt V}{kT}.\tag{5}
\]

At fixed \(T\) the right side rises strictly with \(V\), from \(-\infty\) to \(+\infty\). Each \(T>T_0\) therefore belongs to one voltage, and the steady states form a curve \(V(T)\). Differentiate (5) along it. The last term depends on \(T\) both directly and through \(V\):

\[
-\frac{d}{dT}\frac{\Delta}{kT}=\frac{\Delta}{kT^2}-\frac{1}{kT}\frac{d\Delta}{dV}\frac{dV}{dT}
=\frac{\Delta}{kT^2}+\frac{b}{2kT\sqrt V}\frac{dV}{dT}.\tag{6}
\]

Collecting the terms in \(dV/dT\) gives

\[
\left(\frac2V+\frac{b}{2kT\sqrt V}\right)\frac{dV}{dT}
=\frac1{T-T_0}-\frac{\Delta(V)}{kT^2}.\tag{7}
\]

The bracket is positive. Hence \(dV/dT=0\) where, and only where, the right side vanishes.

To pass from \(dV/dT\) to \(dV/dI\), write \(I=(T-T_0)/(RV)\), so that

\[
\frac1I\frac{dI}{dT}=\frac1{T-T_0}-\frac1V\frac{dV}{dT}.\tag{8}
\]

Multiplying the bracket of (7) by \(V\) gives

\[
S=2+\frac{b\sqrt V}{2kT}\ge 2,\qquad
\frac1V\frac{dV}{dT}=\frac1S\left[\frac1{T-T_0}-\frac{\Delta}{kT^2}\right].\tag{9}
\]

For \(\Delta>0\), the range in which a barrier remains, the right side of (9) is less than \(1/[2(T-T_0)]\). Then (8) gives \(dI/dT>0\): current and temperature rise together, and \(V\) is a single-valued function of \(I\). Since \(dV/dI=(dV/dT)/(dI/dT)\), the two derivatives vanish together, and the turnover condition is

\[
\boxed{(E-b\sqrt V)(T-T_0)=kT^2.}\tag{10}
\]

The slope of the barrier with voltage has dropped out, because it multiplies \(dV/dT\). The barrier itself keeps its lowered value. Equation (10) is one relation between two unknowns, so it gives the threshold only together with the heat balance (4).

The curve can also be written explicitly. With \(u=\sqrt V\), (5) reads

\[
4\ln u+\frac{bu}{kT}=\ln\frac{(T-T_0)e^{E/kT}}{GR}.\tag{11}
\]

Divide by 4, exponentiate, and multiply by \(b/(4kT)\). The left side becomes \(we^w\) with \(w=bu/(4kT)\), which the Lambert function \(W\) inverts. For \(b>0\),

\[
\sqrt V=\frac{4kT}{b}\,W\!\left\{\frac{b}{4kT}\left[\frac{(T-T_0)e^{E/kT}}{GR}\right]^{1/4}\right\}.\tag{12}
\]

## Why the device runs away

Let the device have a constant heat capacity \(C\) and a thermal time constant \(\tau=RC\). Away from the steady state,

\[
\tau\frac{dT}{dt}=RVI(V,T)-(T-T_0).\tag{13}
\]

Hold \(V\) fixed and displace \(T\) slightly from a steady value. From (1), \(\partial I/\partial T=I\Delta/(kT^2)\), and (4) replaces \(RVI\) by \(T-T_0\). The displacement then changes as \(e^{st}\) with

\[
s=\frac1\tau\left[\frac{\Delta(V)(T-T_0)}{kT^2}-1\right].\tag{14}
\]

The first term is extra heating and the second is extra heat loss. Below threshold the loss wins and the displacement dies out. Condition (10) is the point where they balance, so it marks the limit of thermal stability under a fixed voltage.

## How many turnovers there are

Define, along the curve,

\[
h(T)=kT^2-\Delta(V(T))\,(T-T_0).\tag{15}
\]

The right side of (7) is \(h/[kT^2(T-T_0)]\), so \(dV/dT\) has the sign of \(h\). At a zero of \(h\) the voltage is stationary and \(\Delta\) has no first-order change. Using (10) for \(\Delta\),

\[
\frac{dh}{dT}=2kT-\Delta=2kT-\frac{kT^2}{T-T_0}
=\frac{kT(T-2T_0)}{T-T_0}.\tag{16}
\]

A zero below \(2T_0\) is thus a downward crossing and a voltage maximum; a zero above \(2T_0\) is an upward crossing and a voltage minimum. Two successive crossings cannot have the same direction, so there is at most one of each.

The ends of the curve settle existence. As \(T\to T_0\), (5) forces \(V\to0\), so \(h\to kT_0^2>0\). For \(T\ge E/k\), \(\Delta\le E\) gives \(h\ge kT^2-E(T-T_0)>0\). In between,

\[
h(2T_0)=T_0\left[4kT_0-\Delta(V(2T_0))\right].\tag{17}
\]

If this is negative, there is one zero on each side of \(2T_0\). If it is positive there is none: a downward crossing below \(2T_0\) would need an upward one before \(2T_0\), and an upward crossing above \(2T_0\) would need an earlier downward one above \(2T_0\). Both are excluded by (16).

If \(h(2T_0)=0\), then \(h'=0\) there too. Since \(dV/dT\) is \(h\) times a positive factor, the second derivative of \(V\) also vanishes, and \(h''=2k>0\). So \(h\) touches zero from above and the voltage has a level inflection without reversing. The criterion for a maximum followed by a minimum is therefore

\[
E-b\sqrt{V(2T_0)}>4kT_0 ,\tag{18}
\]

with \(V(2T_0)\) taken from (12), or from (4) if \(b=0\).

This was tested by counting the extrema of \(V(T)\) for random devices, in units with \(k=T_0=1\), with \(E\) from 3 to 12, \(b\) from 0.1 to 3 and \(GR\) from 0.1 to \(10^4\). Cases within 2% of equality in (18) were set aside, because their extrema lie too close together for the temperature grid. The 279 devices that satisfied (18) had two extrema, and the 112 that did not had none.

## Solving for the threshold

For a given \(\Delta\), (10) is the quadratic \(kT^2-\Delta T+\Delta T_0=0\), with roots

\[
T=\frac{\Delta\mp\sqrt{\Delta^2-4kT_0\Delta}}{2k}.\tag{19}
\]

The roots have sum \(\Delta/k\) and product \(\Delta T_0/k\), so their excesses over \(T_0\) multiply to \(T_0^2\). One root lies below \(2T_0\) and the other above, unless they coincide. The minus sign gives the threshold. The plus sign gives the voltage minimum, which has its own \(V\) and hence its own \(\Delta\).

With \(x=kT_0/\Delta\) and \(y=T/T_0\), division of (10) by \(\Delta T_0\) gives \(y=1+xy^2\). Start from \(y=1\) and insert each result on the right. Since \((1+x+2x^2)^2=1+2x+5x^2+\dots\),

\[
\frac{T}{T_0}=1+x+2x^2+5x^3+O(x^4).\tag{20}
\]

For a barrier much larger than \(kT_0\), the temperature rise at threshold is about \(kT_0^2/\Delta\). In that limit it is the rise which increases the current by a factor of about \(e\) at fixed voltage, and it explains why modest heating is enough. By (10) the exact factor is \(\exp[\Delta(T-T_0)/(kTT_0)]=e^{T/T_0}\). For the example film the leading estimate is 46 K against an actual rise of 71 K, and the factor is 3.4.

To find the voltage, note that (10) also says \(\Delta/(kT)=T/(T-T_0)\). Putting this into (4) gives

\[
GRV^2=(T-T_0)\exp\!\left(\frac{T}{T-T_0}\right).\tag{21}
\]

Choose a trial \(V\), compute \(\Delta\), take the lower root of (19), and adjust \(V\) until (21) holds.

## The example in numbers

The film has \(E=0.25\) eV, a conductivity prefactor of 300 S/cm, relative permittivity 45 and \(R=10^6\) K/W. These give \(G=11.781\) mS and, from (3), \(b=0.0800\) eV/V\(^{1/2}\). The solution is \(V=1.065\) V, which can be checked by hand. The lowering is \(0.0800\sqrt{1.065}=0.0826\) eV, leaving \(\Delta=0.1674\) eV and \(x=0.1544\). Then

\[
\frac{T}{T_0}=\frac{1-\sqrt{1-4x}}{2x}
=\frac{1-0.618}{0.309}=1.236,\qquad T=370.7\ \text{K}.\tag{22}
\]

With \(T-T_0=70.73\) K the exponent in (21) is \(370.73/70.73=5.241\), and

\[
V=\sqrt{\frac{70.73\,e^{5.241}}{11781}}\ \text{V}=1.065\ \text{V},\qquad
I=\frac{70.73}{10^6\times1.065}\ \text{A}=66.4\ \mu\text{A}.\tag{23}
\]

Both sides of (10) equal 11.84 eV K. A sweep of the current, which located the maximum from the numerical slope of \(V(I)\) without using (10), gave the same voltage, temperature and current to the printed digits. If the bare \(E\) replaced \(\Delta\) in (10), the left side at this point would be 1.49 times the right.

The series (20) to \(x^3\) gives 366.1 K, which is 4.6 K low, or 6% of the rise. Here \(x\) is not very small. At \(2T_0=600\) K the curve has \(V=0.870\) V and a barrier of 0.175 eV, above \(4kT_0=0.103\) eV, so (18) is met.

Setting \(b=0\) with everything else fixed moves the threshold to 4.15 V and 340 K. The lowering thus cuts the voltage by a factor of 3.9 but raises the temperature. Without it the barrier stays at 0.25 eV, the current responds more strongly to heating, and a smaller rise suffices.

## Near the threshold under fixed voltage

At 0.90 of the threshold voltage the cold steady state lies at 322.4 K. Equation (14) gives \(s\tau=-0.570\), and the decay of a small disturbance, followed by integrating (13), gives the same value. Starting from 300 K, the device settles at 343.8 K when the voltage is 2% below threshold. At 2% above, it passes 600 K after \(17.7\tau\).

This long delay can be estimated. Let \(\theta=T-T_{th}\), where \(T_{th}\) is the threshold temperature, and let \(\epsilon=V/V_{th}-1\) be small. At \(T_{th}\), (9) shows that the heating term in (13) grows by the fraction \(S\epsilon\). The term linear in \(\theta\) vanishes at threshold by (14). The second temperature derivative of the heating, simplified with (10), is

\[
(T_{th}-T_0)\left[\left(\frac{\Delta}{kT_{th}^2}\right)^2-\frac{2\Delta}{kT_{th}^3}\right]
=\frac1{T_{th}-T_0}-\frac2{T_{th}}
=\frac{2T_0-T_{th}}{T_{th}(T_{th}-T_0)}.\tag{24}
\]

Dropping the small product \(\epsilon\theta\) and higher terms,

\[
\tau\frac{d\theta}{dt}\approx a+c\,\theta^2,\quad
a=(T_{th}-T_0)S\epsilon,\quad
c=\frac{2T_0-T_{th}}{2T_{th}(T_{th}-T_0)}.\tag{25}
\]

Integration from \(\theta_1\) to \(\theta_2\) gives

\[
\frac t\tau\approx\frac{1}{\sqrt{ac}}\left[\arctan\!\left(\theta_2\sqrt{c/a}\right)-\arctan\!\left(\theta_1\sqrt{c/a}\right)\right].\tag{26}
\]

Here \(kT_{th}=11.844/370.73=0.03195\) eV, so \(S=2+0.0826/0.0639=3.29\). Then \(a=4.66\) K and \(c=0.00437\) K\(^{-1}\). With \(\theta_1=-70.7\) K and \(\theta_2=229.3\) K, (26) gives \(18.0\tau\), close to the integrated value. Most of the delay is spent near \(T_{th}\), where heating exceeds loss only slightly: by (26), the stretch within \(\sqrt{a/c}=33\) K of \(T_{th}\) takes \(\pi/(2\sqrt{ac})=11\) time constants. As \(\epsilon\to0\) it grows as \(\epsilon^{-1/2}\).

## Changes to the current law

If the prefactor in (1) gains a factor \((T/T_0)^n\), then \(\partial\ln I/\partial T\) becomes \(\Delta/(kT^2)+n/T\). The bracket in (7) is unchanged, and the condition becomes

\[
(E-b\sqrt V+nkT)(T-T_0)=kT^2.\tag{27}
\]

For \(n=1.5\), with \(G\) held at its 300 K value, the threshold moves to 0.983 V and 348.5 K. If instead the factor \(V\) in (1) is replaced by a positive function \(f(V)\), the bracket becomes \(1/V+f'/f+b/(2kT\sqrt V)\). Condition (10) survives as long as this is positive, though the threshold voltage changes.

The effect of a constant factor in \(G\) or \(R\) follows from (5). Because \(V(T)\) is stationary at threshold, the shift in \(T\) does not matter to first order, and

\[
\frac{d\ln V_{th}}{d\ln(GR)}=-\frac1S=-0.30 .\tag{28}
\]

An uncertain prefactor therefore has a muted effect on the threshold voltage.

## Comparison with real films

The parameters are rough values for niobium dioxide threshold switches, so the threshold near one volt is an illustration and not a prediction. Equation (3) counts only escape straight downhill. At an angle \(\vartheta\) to that direction the lowering is \(b\sqrt{V\cos\vartheta}\), and on the uphill side it can be taken as zero. Averaging the escape rate over all directions in this way, with the other parameters unchanged, raises the threshold to 1.61 V, at 366 K. Condition (10) then holds with \(\Delta\) replaced by \(kT^2\,\partial\ln I/\partial T\). The corrections below are for the downhill model (1).

The prefactor, the thermal resistance and the effective permittivity are also uncertain. Halving the permittivity alone multiplies \(b\) by \(\sqrt2\) and lowers the threshold to 0.80 V, a 25% change. If the lattice cannot follow the escaping electron, a still smaller, high-frequency permittivity applies. With the other parameters fixed, a value of 10 puts the threshold at 0.56 V and about 430 K, a value of 6 barely meets (18), and a value of 5 leaves no turnover at all. The field at threshold, 0.53 MV/cm, is 18% of a rough breakdown field of 3 MV/cm.

Tunnelling just below the barrier top also matters. From (2), \(U''(r_m)=-2qF/r_m\), so the inverted parabola has frequency \(\omega=\sqrt{2qF/(mr_m)}\). Its transmission at energy \(\eta\) from the top is \(1/(1+e^{-2\pi\eta/\hbar\omega})\). Averaging this with the Boltzmann factor multiplies the classical escape rate by

\[
\int_{-\infty}^{\infty}\frac{d\eta}{kT}\,\frac{e^{-\eta/kT}}{1+e^{-2\pi\eta/\hbar\omega}}
=\frac{z/2}{\sin(z/2)},\qquad z=\frac{\hbar\omega}{kT}<2\pi .\tag{29}
\]

The substitution \(x=e^{-2\pi\eta/\hbar\omega}\) with \(p=z/2\pi\) turns the left side into \(p\int_0^\infty x^{p-1}/(1+x)\,dx\), and this standard integral equals \(\pi/\sin(\pi p)\) for \(0<p<1\). For the free-electron mass \(z=3.20\) and the factor is 1.60. Applied as a constant to \(G\), it lowers the threshold to 0.92 V, or by 13%; (28) predicts nearly the same. This overestimates the effect, for two reasons. The factor falls as the device warms and as the voltage drops, and letting it vary gives 0.95 V. The parabola is also thinner than the true barrier below the top, which matters here because \(\hbar\omega=0.10\) eV exceeds the whole lowering of 0.083 eV. A better estimate uses the semiclassical (WKB) transmission \(1/(1+e^{2K})\), where \(K\) is the integral of \(\sqrt{2m(U-\mathcal E)}/\hbar\) across the full barrier (2) at electron energy \(\mathcal E\) below the top, and the parabola is kept above the top. This reduces the factor to about 1.4 and, with its variation included, puts the threshold near 0.97 V, a drop of 9%. A lighter effective mass would strengthen the tunnelling; at a quarter of the free mass \(z=6.4\) exceeds \(2\pi\) and (29) no longer applies.

The barrier top lies only 0.78 nm from the trap, where a continuum permittivity is doubtful. With permittivity 45 and the free mass, the Coulomb term of (2) alone binds an electron by only 0.007 eV, with a Bohr radius of 2.4 nm, three times \(r_m\). The depth \(E=0.25\) eV must therefore come from a short-range core that (2) omits, and the square-root law is better read here as an assumed form than as derived for this material. For a rough mobility of 1 cm²/Vs the carrier density is about \(10^{19}\) cm\(^{-3}\). The screening length is then 2.8 nm, less than four times \(r_m\), and the density is 0.29 of the free-mass band density of states, so Boltzmann statistics are only approximate.

The single temperature is a coarse assumption as well. Uniform heating with power \(P=IV\) in a film of area \(A\) and thermal conductivity \(\kappa\), cooled equally through both faces, makes the centre hotter than the faces by \(Pd/(8\kappa A)\). For a rough \(\kappa=1\) W/(m K) this is 23 K, about a third of the mean rise used here. Its effect on the threshold voltage has not been computed, nor has that of current gathering into a filament.

The second solution of (10) lies at 0.649 V, 2.30 mA and 1793 K. Niobium dioxide has a metal-insulator transition at roughly 1100 K, so the current law (1) has lost its basis before this point is reached. The model supports a turnover at modest heating, but it cannot predict the voltage at which a real device returns to its insulating state. The numerical output below lists the parameters and the main results.

## Computed results

```
Film thickness 20 nm, diameter 100 nm
Barrier E = 0.250 eV; ambient T0 = 300 K
Conductivity prefactor = 300 S/cm; permittivity = 45
Conductance prefactor G = 11.781 mS; R = 1.0e+06 K/W
Lowering coefficient b = 0.08000 eV/V^0.5
Threshold voltage = 1.0650 V (sweep: 1.0650 V)
Threshold temperature = 370.73 K (sweep: 370.73 K)
Threshold current = 66.42 uA (sweep: 66.42 uA)
Threshold power = 70.73 uW; field = 0.532 MV/cm
Barrier lowering = 0.08256 eV; left = 0.16744 eV
barrier*(T-T0) = 11.8440 eV K
kB*T^2 = 11.8440 eV K
Sweep ratio barrier*(T-T0)/(kB T^2): lowered 1.000000
Same ratio with the bare barrier E: 1.4930
x = kB T0/barrier = 0.1544; series to x^3 gives T = 366.14 K
At T = 2 T0: V = 0.8700 V, barrier = 0.1754 eV
4 kB T0 = 0.1034 eV
Curve: I = 10 uA, V = 0.7610 V, T = 307.6 K
Curve: I = 30 uA, V = 1.0017 V, T = 330.1 K
Curve: I = 100 uA, V = 1.0490 V, T = 404.9 K
Curve: I = 300 uA, V = 0.8947 V, T = 568.4 K
Voltage minimum: V = 0.6490 V, T = 1793 K, I = 2.301 mA
Rough metal-insulator transition temperature = 1100 K
Without lowering (b = 0): V = 4.152 V, T = 339.8 K
Random devices with / without turnover: 279 / 112
At 0.98 V_th: settles at 343.8 K
At 1.02 V_th: passes 2 T0 after 17.7 thermal time constants
At 0.90 V_th: steady T = 322.44 K
Rate there, per time constant: -0.5701, formula -0.5701
Prefactor (T/T0)^1.5: V = 0.9831 V, T = 348.52 K
Barrier top at 0.775 nm; hbar*omega/(kB T) = 3.203
Tunnelling factor (free mass) = 1.602; V_th -> 0.9213 V
Half the permittivity: V_th = 0.8000 V
Rough thermal conductivity = 1.0 W/(m K)
Centre-to-face temperature difference = 22.5 K
Rough mobility = 1.0 cm2/Vs; density = 9.91e+18 cm^-3
Density / band density of states (free mass) = 0.288
Screening length = 2.83 nm
Field / rough breakdown field of 3 MV/cm = 0.177
```
